# Lorenz ratio when the transport distribution vanishes at the chemical potential: a numerical check

```python
"""Lorenz ratio R = kappa/(sigma T L0), L0 = (pi^2/3)(kB/e)^2, for a transport
distribution s(x), where x = (E - mu)/(kB T) and w(x) = -df/dx.
Result under test: s = |x|^p gives
    R_p = (3/pi^2) (p+1)(p+2) eta(p+2)/eta(p),  p > -1,
so R_2 = 21/5, whereas a resonance much narrower than kB T gives R -> 0.
eta is the Dirichlet eta function; kappa is taken at zero electric current.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import k as kB, e, hbar

PREF = 3 / np.pi**2
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def window(x):
    return 0.25 / np.cosh(x / 2)**2


def integrate(func, extra=()):
    """Composite Gauss-Legendre quadrature on [-60, 60]."""
    edges = np.concatenate([np.linspace(-60, 60, 61), np.asarray(extra, float)])
    edges = np.unique(edges[np.abs(edges) <= 60])
    half = np.diff(edges)[:, None] / 2
    mid = ((edges[1:] + edges[:-1]) / 2)[:, None]
    return float(np.sum(half * WEIGHTS * func(mid + half * NODES)))


def ratio_quadrature(s, extra=(), centre=0.0):
    """R from the variance of x, with moments taken about 'centre'."""
    m = [integrate(lambda x: (x - centre)**n * s(x) * window(x), extra)
         for n in range(3)]
    return PREF * (m[2] / m[0] - (m[1] / m[0])**2)


def moment_quadrature(p):
    """Integral of |x|^p w(x), endpoint singularity handled by the rule."""
    inner = quad(window, 0, 1, weight='alg', wvar=(p, 0))[0]
    outer = quad(lambda x: x**p * window(x), 1, 80, limit=200)[0]
    return 2 * (inner + outer)


def moment_formula(p):
    return float(2 * mp.gamma(p + 1) * mp.altzeta(p))


def ratio_formula(p, a=0.0):
    """a = (A_plus - A_minus)/(A_plus + A_minus) is the side asymmetry."""
    m0, m1, m2 = (moment_formula(p + n) for n in range(3))
    return PREF * (m2 / m0 - (a * m1 / m0)**2)


# Moments and ratios for general powers, from direct quadrature
powers = [-0.5, 0, 0.5, 1, 2, 3, 4, 6]
for p in powers:
    assert np.isclose(moment_quadrature(p), moment_formula(p), rtol=1e-7)
    eta_ratio = float(mp.altzeta(p + 2) / mp.altzeta(p))
    closed = PREF * (p + 1) * (p + 2) * eta_ratio
    direct = PREF * moment_quadrature(p + 2) / moment_quadrature(p)
    assert np.isclose(direct, closed, rtol=1e-7)

# Even powers from the generating function pi a / sin(pi a)
for a in (0.3, 0.6):
    numeric = integrate(lambda x: np.exp(a * x) * window(x))
    assert np.isclose(numeric, np.pi * a / np.sin(np.pi * a), rtol=1e-8)
t = sp.symbols('t')
series = sp.series(t / sp.sin(t), t, 0, 10).removeO()
even = {n: sp.factorial(n) * series.coeff(t, n) for n in (0, 2, 4, 6, 8)}
rational = {n: sp.simplify(3 * even[n + 2] / even[n]) for n in (0, 2, 4, 6)}
assert rational[2] == sp.Rational(21, 5)
assert rational[4] == sp.Rational(465, 49)
for n, value in rational.items():
    assert np.isclose(ratio_quadrature(lambda x: np.abs(x)**n), float(value),
                      rtol=1e-8)

# Increase with p, and collapse of the weight onto mu as p -> -1
grid = [PREF * moment_quadrature(p + 2) / moment_quadrature(p)
        for p in np.linspace(-0.9, 8, 60)]
assert np.all(np.diff(grid) > 0)
p_edge = -0.999
edge_direct = PREF * moment_quadrature(p_edge + 2) / moment_quadrature(p_edge)
edge_limit = 12 * np.log(2) * (p_edge + 1) / np.pi**2
assert np.isclose(edge_direct, edge_limit, rtol=0.01)  # next order is p+1


def open_circuit_ratio(s, h=1e-3):
    """Two reservoirs, reduced temperatures 1+h and 1-h, no net current."""
    def current(dmu, dt, n):
        return integrate(lambda x: x**n * s(x) * (
            expit(-(x - dmu) / (1 + dt)) - expit(-(x + dmu) / (1 - dt))))
    balance = brentq(lambda d: current(d, h, 0), -0.1, 0.1, xtol=1e-14)
    conductance = current(h, 0, 0) / (2 * h)
    return PREF * current(balance, h, 1) / (2 * h) / conductance


# Zero-current subtraction, including unequal sides
for p, a in ((2, 0.0), (2, 0.5), (2, 1.0), (1, 1.0)):
    direct = open_circuit_ratio(
        lambda x: np.abs(x)**p * (1 + a * np.sign(x)))
    assert np.isclose(direct, ratio_formula(p, a), rtol=1e-4)


# Resonances: box and Lorentzian
def box_ratio(width, x0):
    return ratio_quadrature(lambda x: (np.abs(x - x0) < width / 2) * 1.0,
                            (x0 - width / 2, x0 + width / 2), x0)


def lorentz_ratio(g, x0):
    steps = g * 2.0**np.arange(-2, 30)
    return ratio_quadrature(lambda x: g**2 / ((x - x0)**2 + g**2),
                            np.concatenate([[x0], x0 - steps, x0 + steps]), x0)


for x0 in (0.0, 2.0):
    assert np.isclose(box_ratio(0.1, x0), 0.1**2 / (4 * np.pi**2), rtol=0.01)
    g = 1e-3
    linear = 3 * g / (np.pi**3 * window(x0))
    assert np.isclose(lorentz_ratio(g, x0), linear, rtol=0.01)
assert abs(lorentz_ratio(100.0, 0.0) - 1) < 0.01


# Floor in the distribution, and displaced zero
def floor_ratio(delta):
    u = 3 * delta**2 / np.pi**2
    return (21 / 5 + u) / (1 + u)


def shifted_ratio(b):
    m2, m4 = np.pi**2 / 3, 7 * np.pi**4 / 15
    m0 = m2 + b**2
    return PREF * ((m4 + b**2 * m2) / m0 - (2 * b * m2 / m0)**2)


for d in (0.3, 1.0, 4.0):
    assert np.isclose(ratio_quadrature(lambda x: x**2 + d**2),
                      floor_ratio(d), rtol=1e-8)
    assert np.isclose(ratio_quadrature(lambda x: (x - d)**2),
                      shifted_ratio(d), rtol=1e-8)

# Weyl-node model: formulas against a k-space integral over both bands
nodes, speed, tau, T = 2, 5e5, 1e-13, 300.0
thermal = kB * T
sigma = nodes * e**2 * tau * thermal**2 / (18 * hbar**3 * speed)
kappa = 7 * np.pi**2 * nodes * tau * kB**4 * T**3 / (90 * hbar**3 * speed)
k_unit = thermal / (hbar * speed)
K = np.zeros(3)
for band in (1, -1):
    for cos_theta, weight in zip(NODES, WEIGHTS):
        vx = band * speed * cos_theta
        for n in range(3):
            radial = integrate(lambda q: np.where(
                q > 0, q**2 * (band * q * thermal)**n * window(q), 0.0))
            K[n] += (nodes * tau * weight * vx**2 * 2 * np.pi * k_unit**3
                     * radial / thermal / (2 * np.pi)**3)
sigma_k = e**2 * K[0]
kappa_k = (K[2] - K[1]**2 / K[0]) / T
assert np.isclose(sigma_k, sigma, rtol=1e-8)
assert np.isclose(kappa_k, kappa, rtol=1e-8)

L0 = np.pi**2 / 3 * (kB / e)**2
assert np.isclose(kappa_k / (sigma_k * T * L0), 21 / 5, rtol=1e-8)

print(f"L0 = {L0:.5e} W ohm/K^2")
print(f"L for quadratic zero = {21 / 5 * L0:.5e} W ohm/K^2")
print(f"moment of x^2 = {moment_quadrature(2):.6f} (dimensionless)")
print(f"moment of x^4 = {moment_quadrature(4):.6f} (dimensionless)")
for n, value in rational.items():
    print(f"exact R, p = {n}: {value} (dimensionless)")
for p in powers:
    print(f"R_p, p = {p}: {ratio_formula(p):.5f} (dimensionless)")
print(f"near p = -1: p = {p_edge}, R = {edge_direct:.4e}, "
      f"limit law {edge_limit:.4e}")
for p in (0, 1, 2):
    print(f"one-sided edge, p = {p}: R = {ratio_formula(p, 1):.5f}")
mean_x = moment_formula(3) / moment_formula(2)
print(f"one-sided p = 2: mean x = {mean_x:.5f} (dimensionless)")
print(f"one-sided p = 2: Seebeck = {-kB / e * mean_x * 1e6:.2f} microvolt/K")
for width in (0.1, 1.0):
    print(f"box at mu, width/kBT = {width}: R = {box_ratio(width, 0):.4e}")
for g in (0.001, 0.01, 0.1, 1.0, 10.0, 100.0):
    print(f"Lorentzian at mu, half-width/kBT = {g}: "
          f"R = {lorentz_ratio(g, 0):.5f}")
floor_meV = 10.0
print(f"floor energy Delta = {floor_meV:.1f} meV")
for temp in (10, 30, 100, 300):
    reduced = floor_meV * 1e-3 * e / (kB * temp)
    print(f"floor, T = {temp} K: Delta/kBT = {reduced:.4f}, "
          f"R = {floor_ratio(reduced):.4f}")
for b in (0.5, 1.0, 2.0, 5.0):
    print(f"zero displaced by {b} kBT: R = {shifted_ratio(b):.4f}")
print(f"Weyl model: N = {nodes}, T = {T:.0f} K")
print(f"Weyl model: v = {speed:.1e} m/s, tau = {tau:.1e} s")
print(f"thermal energy = {thermal / e * 1e3:.4f} meV")
print(f"sigma from k-space = {sigma_k:.5e} S/m")
print(f"kappa from k-space = {kappa_k:.5f} W/(m K)")
print(f"L0 sigma T = {L0 * sigma_k * T:.5f} W/(m K)")
print(f"R from k-space = {kappa_k / (L0 * sigma_k * T):.6f} (dimensionless)")
print("success")
```

Output:

```
L0 = 2.44300e-08 W ohm/K^2
L for quadratic zero = 1.02606e-07 W ohm/K^2
moment of x^2 = 3.289868 (dimensionless)
moment of x^4 = 45.457576 (dimensionless)
exact R, p = 0: 1 (dimensionless)
exact R, p = 2: 21/5 (dimensionless)
exact R, p = 4: 465/49 (dimensionless)
exact R, p = 6: 2667/155 (dimensionless)
R_p, p = -0.5: 0.45891 (dimensionless)
R_p, p = 0: 1.00000 (dimensionless)
R_p, p = 0.5: 1.63414 (dimensionless)
R_p, p = 1: 2.37210 (dimensionless)
R_p, p = 2: 4.20000 (dimensionless)
R_p, p = 3: 6.55519 (dimensionless)
R_p, p = 4: 9.48980 (dimensionless)
R_p, p = 6: 17.20645 (dimensionless)
near p = -1: p = -0.999, R = 8.4291e-04, limit law 8.4277e-04
one-sided edge, p = 0: R = 0.41584
one-sided edge, p = 1: R = 0.66025
one-sided edge, p = 2: R = 0.91300
one-sided p = 2: mean x = 3.28843 (dimensionless)
one-sided p = 2: Seebeck = -283.38 microvolt/K
box at mu, width/kBT = 0.1: R = 2.5326e-04
box at mu, width/kBT = 1.0: R = 2.4914e-02
Lorentzian at mu, half-width/kBT = 0.001: R = 0.00039
Lorentzian at mu, half-width/kBT = 0.01: R = 0.00386
Lorentzian at mu, half-width/kBT = 0.1: R = 0.03778
Lorentzian at mu, half-width/kBT = 1.0: R = 0.30812
Lorentzian at mu, half-width/kBT = 10.0: R = 0.91794
Lorentzian at mu, half-width/kBT = 100.0: R = 0.99895
floor energy Delta = 10.0 meV
floor, T = 10 K: Delta/kBT = 11.6045, R = 1.0763
floor, T = 30 K: Delta/kBT = 3.8682, R = 1.5768
floor, T = 100 K: Delta/kBT = 1.1605, R = 3.2706
floor, T = 300 K: Delta/kBT = 0.3868, R = 4.0608
zero displaced by 0.5 kBT: R = 3.7115
zero displaced by 1.0 kBT: R = 2.7390
zero displaced by 2.0 kBT: R = 1.4536
zero displaced by 5.0 kBT: R = 0.9611
Weyl model: N = 2, T = 300 K
Weyl model: v = 5.0e+05 m/s, tau = 1.0e-13 s
thermal energy = 25.8520 meV
sigma from k-space = 8.34428e+03 S/m
kappa from k-space = 0.25685 W/(m K)
L0 sigma T = 0.06116 W/(m K)
R from k-space = 4.200000 (dimensionless)
success
```
